# Why the Breit-Pauli spin-orbit operator collapses in a variational calculation

**Question**

I am computing the lowest \(p_{1/2}\) level of a one-electron ion with \(Z=80\) and a point nucleus. I add the Breit-Pauli spin-orbit operator to the Schrödinger Hamiltonian and diagonalize in Gaussians. My reasoning was that the operator gives a sensible fine structure in first-order perturbation theory, so including it variationally should be better still.

With 6 functions I get \(-854.8\) hartree, with 8 functions \(-861.5\), and with 10 functions \(-14206\). The only change is that I add tighter functions. Is this linear dependence in the basis? Would a finite nucleus cure it? And if the operator itself is at fault, why should two-component methods such as ZORA or X2C, which also contain spin-orbit coupling, behave any better?

**Answer**

Your diagonalization is doing its job: the Hamiltonian has no lowest energy in this channel, and tight functions let the calculation discover that. A finite nucleus supplies a lower bound, but for your ion a useless one. ZORA and X2C do not expand the relativistic coupling in the region near the nucleus where the expansion fails.

I use atomic units, with \(c=1/\alpha=137.036\), and energies in hartree. I treat one electron and leave out two-electron spin-orbit terms.

**The operator in each channel**

For \(V=-Z/r\) we have \(dV/dr=Z/r^2\), so

\[
H_{SO}=\frac{1}{2c^2}\frac1r\frac{dV}{dr}\,\mathbf L\cdot\mathbf S=\frac{Z}{2c^2r^3}\,\mathbf L\cdot\mathbf S .
\]

The angular factor is \(\mathbf L\cdot\mathbf S=\tfrac12[j(j+1)-l(l+1)-\tfrac34]\). It equals \(l/2\) for \(j=l+\tfrac12\) and \(-(l+1)/2\) for \(j=l-\tfrac12\). With the length

\[
r_*=\frac{Z}{2c^2},
\]

the channel \(j=l-\tfrac12\) therefore contains the attraction \(-(l+1)r_*/(2r^3)\), which is \(-r_*/r^3\) for \(p_{1/2}\). For \(Z=80\), \(r_*=2.130\times10^{-3}\) bohr.

**Why there is no lowest energy**

Take a normalized radial function \(u(r)\), equal to \(r\) times the radial wavefunction, with \(u\sim r^{l+1}\) at the origin and \(l\ge1\). Then \(\langle r^{-3}\rangle\) is finite. Compress it: \(u_\lambda(r)=\sqrt\lambda\,u(\lambda r)\). The norm is unchanged, kinetic energy scales as \(\lambda^2\), and \(\langle r^{-n}\rangle\) scales as \(\lambda^n\). Hence

\[
E(\lambda)=\lambda^2\langle T\rangle-\lambda Z\langle r^{-1}\rangle-\lambda^3\frac{(l+1)r_*}{2}\langle r^{-3}\rangle .
\]

As \(\lambda\to\infty\) the cubic term wins and \(E\to-\infty\). This holds for every \(Z>0\); a small coupling only postpones the failure to shorter distances.

One Gaussian shows where it sets in. For \(u=N r^{l+1}e^{-\zeta r^2}\), all moments follow from

\[
\int_0^\infty r^m e^{-2\zeta r^2}dr=\tfrac12(2\zeta)^{-(m+1)/2}\,\Gamma\!\left(\tfrac{m+1}{2}\right).
\]

The norm has \(m=2l+2\) and the inverse cube has \(m=2l-1\), so

\[
\langle r^{-3}\rangle=(2\zeta)^{3/2}\frac{\Gamma(l)}{\Gamma(l+\frac32)} .
\]

For the kinetic energy, differentiating twice gives

\[
-\tfrac12u''+\frac{l(l+1)}{2r^2}u=\left[(2l+3)\zeta-2\zeta^2r^2\right]u .
\]

Since \(\langle r^2\rangle=(l+\frac32)/(2\zeta)\), this yields \(\langle T\rangle=(2l+3)\zeta-(l+\frac32)\zeta=(l+\frac32)\zeta\). Setting it equal to the magnitude of the spin-orbit energy gives

\[
\left(l+\tfrac32\right)\zeta_c=\frac{(l+1)r_*}{2}(2\zeta_c)^{3/2}\frac{\Gamma(l)}{\Gamma(l+\frac32)}
\;\Rightarrow\;
\sqrt{\zeta_c}=\frac{\Gamma(l+\frac52)}{\sqrt2\,(l+1)\,\Gamma(l)\,r_*}.
\]

For \(l=1\) and \(Z=80\), \(\zeta_c=3.04\times10^5\) bohr\(^{-2}\). At \(\zeta=10^6\) the kinetic, nuclear and spin-orbit energies add up to

\[
(2.500-0.085-4.532)\times10^6=-2.117\times10^6 .
\]

A single function cannot be linearly dependent on anything, so the collapse does not need linear dependence. Nor is it the cause in your basis: the same functions give smoothly converging energies with the other Hamiltonians in the table below. For \(Z=1\) the critical exponent is much larger, \(1.95\times10^9\) bohr\(^{-2}\), but it is still finite.

**What your basis is showing**

I used \(p\) Gaussians with exponents \(\zeta_k=0.01Z^2(2.5)^k\), \(k=0,\dots,n-1\). "Damped" is an operator explained below.

| \(n\) | Breit-Pauli | Damped | ZORA | X2C |
|---|---|---|---|---|
| 6 | \(-854.8\) | \(-839.31\) | \(-917.80\) | \(-898.97\) |
| 8 | \(-861.5\) | \(-840.17\) | \(-924.75\) | \(-903.84\) |
| 10 | \(-1.42\times10^4\) | \(-840.22\) | \(-926.53\) | \(-904.65\) |
| 12 | \(-6.48\times10^6\) | \(-840.22\) | \(-927.01\) | \(-904.81\) |
| 20 | \(-7.26\times10^{11}\) | \(-840.22\) | \(-927.17\) | \(-904.85\) |

At \(n=10\) the largest exponent, \(2.44\times10^5\), is still below \(\zeta_c\), yet the energy has already dropped. The number \(\zeta_c\) compares two terms for one Gaussian; it is not a safety limit for a basis, where linear combinations and nuclear attraction also help to lower the energy.

Once the inverse cube dominates, scaling says that multiplying the largest exponent by 2.5 should multiply the energy by \(2.5^{3/2}=3.953\). From \(n=19\) to \(n=20\) the factor is 3.983. A remaining positive kinetic term has the right sign to explain the excess: in \(E=-A\zeta^{3/2}+B\zeta\), the term \(B\zeta\) cancels a smaller fraction of the first term as \(\zeta\) grows.

Every individual basis gives a finite number. What is missing is a limit, so the plausible values at \(n=6\) and \(n=8\) are not approximations to a ground-state energy of this Hamiltonian.

**Why first order looked healthy**

The Schrödinger \(2p\) function is \(u\propto r^2e^{-Zr/2}\), and

\[
\langle r^{-3}\rangle=\frac{\int_0^\infty r e^{-Zr}dr}{\int_0^\infty r^4e^{-Zr}dr}=\frac{1/Z^2}{24/Z^5}=\frac{Z^3}{24}.
\]

The \(p_{1/2}\) shift is thus \(-r_*Z^3/24=-Z^4/(48c^2)=-45.44\). For \(p_{3/2}\), \(\mathbf L\cdot\mathbf S=+\frac12\) instead of \(-1\), so the shift is \(+Z^4/(96c^2)=+22.72\). The splitting is \(Z^4/(32c^2)=68.16\).

This is finite because the orbital is fixed before the operator acts. It cannot respond by contracting. The fraction of \(\langle r^{-3}\rangle\) coming from \(r<r_*\) is \(1-(1+x)e^{-x}\) with \(x=Zr_*=0.170\), or about 1.3%. First order hardly samples the region that variation exploits.

Finite does not mean accurate at this \(Z\). The Dirac levels for the same ion are \(-904.85\) for \(2p_{1/2}\) and \(-817.81\) for \(2p_{3/2}\), a splitting of 87.04. The first-order value is 22% below it.

The other channel is a useful control. For \(j=l+\tfrac12\) the operator is positive, so it cannot push the energy below the Schrödinger \(2p\) value of \(-800\). With 20 functions I obtain \(-779.36\) for \(p_{3/2}\) (basis-set limit \(-779.38\)), somewhat below the first-order total \(-777.28\), as variational relaxation permits.

**Does a finite nucleus help?**

For a uniformly charged sphere of radius \(R\), \((1/r)dV/dr\) is \(Z/R^3\) inside and \(Z/r^3\) outside. The \(p_{1/2}\) term becomes \(-r_*/\max(r,R)^3\). Since the kinetic energy is non-negative and \(V\ge-3Z/(2R)\),

\[
E\ge-\frac{3Z}{2R}-\frac{r_*}{R^3}.
\]

With a model radius \(R=10^{-4}\) bohr this bound is \(-2.13\times10^9\). With 20 Gaussians the computed energy is \(-1.54\times10^9\), about 1% above the basis-set limit \(-1.56\times10^9\). The value depends strongly on \(R\): a realistic mercury radius, \(R\approx1.33\times10^{-4}\) bohr, gives about \(-6.0\times10^8\). There is now a ground state, but it is an artefact on the nuclear length scale.

The opposite case, \(R\ge r_*\), is harmless for \(p_{1/2}\). Because \(\max(r,R)^3\ge Rr^2\), the attraction is at most \(r_*/(Rr^2)\le1/r^2\), and \(1/r^2\) is precisely the \(p\)-wave centrifugal energy. What remains is no lower than \(-\frac12d^2/dr^2-Z/r\), so \(E\ge-Z^2/2\). This condition is sufficient, not necessary: the spin-orbit well by itself binds a \(p\) state only for \(r_*/R\) above about 2.5. Real nuclei have \(r_*/R\approx1.3\) for H and He, 2.7 for C and 16 for Hg, so only the very lightest escape the spurious state. Your ion is far from the harmless case: \(R/r_*\approx0.05\) for the model radius and 0.06 for the realistic one.

**What regularization changes**

Write the Dirac equation, with the rest energy subtracted, for upper and lower components \(\phi\) and \(\chi\). Its second line gives \(\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\phi/(2c^2+E-V)\). Inserting this in the first line gives

\[
\left[V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\cdot\mathbf p\right]\phi=E\phi .
\]

ZORA drops \(E\) from the denominator, leaving

\[
K(r)=\frac{c^2}{2c^2-V}=\frac12\,\frac{r}{r+r_*}.
\]

Expanding \(K\) in \(V/(2c^2)\), whose magnitude is \(r_*/r\), produces the Breit-Pauli spin-orbit term at first order. That series converges only for \(r>r_*\). The collapse comes from using the first-order term at distances where the series does not converge.

To see the unexpanded coupling, let \(\kappa=l\) for \(j=l-\frac12\) and \(\kappa=-(l+1)\) for \(j=l+\frac12\), so that \(\boldsymbol\sigma\cdot\mathbf L=-(\kappa+1)\). From \(\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\) acting on \(u/r\), the kinetic part of the ZORA energy is

\[
\int_0^\infty K\left(u'+\frac{\kappa u}{r}\right)^2dr .
\]

The spin-free operator \(\mathbf p\cdot K\mathbf p\) gives \(\int K[(u'-u/r)^2+l(l+1)u^2/r^2]dr\). Subtract it, using \(l(l+1)=\kappa(\kappa+1)\):

\[
(\kappa+1)\int_0^\infty K\left(\frac{2uu'}{r}-\frac{u^2}{r^2}\right)dr
=(\kappa+1)\int_0^\infty K\left(\frac{u^2}{r}\right)'dr
=-(\kappa+1)\int_0^\infty\frac{K'}{r}u^2dr .
\]

The boundary term vanishes. Since \(K'=\frac12r_*/(r+r_*)^2\), the spin-orbit potential is

\[
-\frac{(\kappa+1)r_*}{2r^3}\left(\frac{r}{r+r_*}\right)^2 .
\]

This is the Breit-Pauli term times a damping factor. For \(r\gg r_*\) the two agree; for \(r\ll r_*\) the singularity is only \(1/r\).

The "Damped" column isolates this change by putting the damped term into the ordinary Schrödinger problem. For \(p_{1/2}\) the term is no lower than \(-1/(r_*r)\), so the total is bounded by a hydrogen-like \(p\) level with charge \(Z+1/r_*\):

\[
E\ge-\frac18\left(Z+\frac1{r_*}\right)^2\approx-3.77\times10^4 .
\]

The computed energy settles at \(-840.22\), far above this crude bound; the basis-set limit is \(-840.24\), the 0.017 difference coming from the exponent ratio 2.5. Removing the inverse cube is enough to stop the collapse.

**A lower bound for ZORA itself**

In full ZORA the factor \(K\) also weakens the kinetic energy near the nucleus, so the preceding argument does not suffice. Let \(D=u'+\kappa u/r\). For any real constant \(a\), \(K(D-au/K)^2\ge0\) gives

\[
KD^2\ge2auD-\frac{a^2u^2}{K}.
\]

Now integrate. The term \(2auu'\) vanishes because \(u\) is zero at both ends, and \(1/K=2+Z/(c^2r)\). For normalized \(u\),

\[
E[u]\ge-2a^2+\left(2\kappa a-\frac{a^2Z}{c^2}-Z\right)\int_0^\infty\frac{u^2}{r}dr .
\]

The bracket vanishes for \(a=(c^2/Z)[\kappa\pm\sqrt{\kappa^2-Z^2/c^2}]\), which is real if \(Z/c\le|\kappa|\). Choosing the root of smaller magnitude gives the better bound. For \(|\kappa|=1\), with \(\gamma=\sqrt{1-Z^2/c^2}\) and \(Z^2/c^2=(1-\gamma)(1+\gamma)\),

\[
E\ge-2a^2=-2c^2\,\frac{1-\gamma}{1+\gamma}=-3898.87\quad(Z=80).
\]

Larger \(|\kappa|\) gives a smaller \(|a|\), so \(Z/c\le1\) bounds all channels of this point-charge problem. Equality requires \(D=au/K\). For \(\kappa=-1\) its solution is \(u\propto r^\gamma e^{-2|a|r}\), the ZORA \(1s_{1/2}\) state. For \(\kappa=+1\) the solution grows at large \(r\), so the \(p_{1/2}\) level lies above the bound.

That level has an independent check. Put \(s=1+E_D/(2c^2)\) and \(r=r'/s\) in the energy-dependent equation above. Then \(V\) and the denominator each acquire a factor \(s\), while the two momenta give \(s^2\). Dividing by \(s\) leaves the ZORA equation with

\[
E_{\rm ZORA}=\frac{E_D}{1+E_D/(2c^2)}=\frac{-904.848}{0.975908}=-927.19 .
\]

The 20-function result is \(-927.17\). ZORA is stable, but its \(2p_{1/2}\) level is 22.3 hartree below the Dirac level: boundedness and accuracy are separate matters.

**X2C and practical use**

X2C starts from the matrix Dirac equation, with lower-component functions generated by \(\boldsymbol\sigma\cdot\mathbf p\) acting on the upper ones. From the positive-energy eigenvectors one finds the matrix \(X\) that turns upper coefficients into lower ones, eliminates the lower component and renormalizes. The resulting two-component matrix retains the positive-energy eigenvalues of the Dirac matrix, with no expansion in \(V/(2c^2)\).

With 20 functions the X2C \(2p_{1/2}\) energy is \(-904.85\), matching the Dirac level to the digits shown. The \(2p_{3/2}\) energy, \(-817.79\), is about 0.015 above its Dirac value. That is close to the 0.017 by which the same basis misses the Schrödinger \(2p\) energy, so it is a fairer indication of the basis quality than the closer match for \(2p_{1/2}\). The very close \(2p_{1/2}\) match is an accident of this basis. Moving the smallest exponent from 64 to 90 puts the level 0.012 below the Dirac value, and a denser set (26 functions from 40, ratio 2.0) puts it 0.007 below. In a kinetically balanced basis the X2C level is not an upper bound, but in these bases its errors stay small and do not grow as tight functions are added. For X2C this is numerical evidence in these bases, not a proof for every possible basis.

So use the Breit-Pauli term as a first-order correction on orbitals obtained without it, where \(Z/c\) is small enough for the required accuracy. If the orbitals must respond to spin-orbit coupling, use a regularized or four-component Hamiltonian. Do not repair the present calculation by deleting tight functions: the answer would then be set by where you stopped.

Restoring the Breit-Pauli mass-velocity term \(-p^4/(8c^2)\) would not help either. Under the same compression it scales as \(-\lambda^4\), so it is a second source of collapse, and it acts in every channel. The complete set of computed values is in the numerical output below.

## Numbers as computed

```
Nuclear charge Z = 80; speed of light c = 137.035999 a.u.
Crossover radius r* = 2.130054e-03 bohr
Critical exponent, l=1, Z=80: 3.0429e+05 bohr^-2
Critical exponent, l=2, Z=80: 1.6567e+06 bohr^-2
Critical exponent, l=1, Z=1: 1.9474e+09 bohr^-2
Z=1 energy at 4 x critical exponent: -1.9474e+10 hartree
Single p1/2 Gaussian: zeta (bohr^-2), then energies in hartree:
  zeta, kinetic, nuclear, spin-orbit, total
  1e+03 2.5000e+03 -2.6913e+03 -1.4332e+02 -3.3466e+02
  1e+05 2.5000e+05 -2.6913e+04 -1.4332e+05 7.9769e+04
  1e+06 2.5000e+06 -8.5108e+04 -4.5321e+06 -2.1172e+06
  1e+07 2.5000e+07 -2.6913e+05 -1.4332e+08 -1.1859e+08
Lowest p1/2 energy in hartree, nested bases:
  n, largest zeta (bohr^-2), Breit-Pauli, damped, ZORA, X2C
   6 6.250e+03 -8.547618e+02 -839.306 -917.797 -898.974
   8 3.906e+04 -8.615181e+02 -840.170 -924.748 -903.842
  10 2.441e+05 -1.420609e+04 -840.219 -926.527 -904.652
  12 1.526e+06 -6.482610e+06 -840.221 -927.008 -904.806
  14 9.537e+06 -1.549466e+08 -840.221 -927.130 -904.839
  16 5.960e+07 -2.772293e+09 -840.221 -927.160 -904.846
  18 3.725e+08 -4.554420e+10 -840.221 -927.167 -904.847
  20 2.328e+09 -7.256213e+11 -840.221 -927.168 -904.848
Breit-Pauli growth, n=19 to 20: 3.983
Scaling prediction for growth: 3.953
Schrodinger 2p, n=20: -799.983 hartree
Schrodinger 2p, exact: -800.000 hartree
First-order p1/2 shift: -45.441 hartree
First-order p3/2 shift: 22.721 hartree
First-order splitting: 68.162 hartree
Variational Breit-Pauli p3/2, n=20: -779.359 hartree
Lower bound, damped p1/2: -37739.9 hartree
ZORA lower bound, |kappa|=1: -3898.869 hartree
ZORA 1s1/2, n=20: -3898.849 hartree
ZORA 2p1/2 from scaled Dirac level: -927.186 hartree
Dirac 2p1/2 (Sommerfeld): -904.848 hartree
Dirac 2p3/2 (Sommerfeld): -817.807 hartree
X2C 2p3/2, n=20: -817.792 hartree
Dirac 2p splitting: 87.040 hartree
X2C 2p splitting, n=20: 87.056 hartree
Model nuclear radius R = 1.0e-04 bohr
Breit-Pauli p1/2, finite nucleus, n=18: -1.540e+09 hartree
Breit-Pauli p1/2, finite nucleus, n=20: -1.542e+09 hartree
Lower bound, finite nucleus: -2.131e+09 hartree
```
